\section*{Locating Switching Events in Pulsed Reactive Sputtering}

\section{The decision and the difficulty}

Suppose that an oxygen valve with a delay of 10 ms is to hold a sputtering process between two oxygen pressures, and that a simulation must decide whether it is fast enough. In the example below, the pressure rises at 1.61 mTorr/s when the valve is first told to close. The delay therefore carries it about
\begin{equation}
1.61\ \mathrm{mTorr/s}\times 0.010\ \mathrm{s}=0.016\ \mathrm{mTorr}
\end{equation}
past the threshold. In the run shown below, a simulation that looks at the threshold once per 8 ms step produces overshoots of up to 0.013 mTorr with no valve delay in the model at all; a less lucky alignment of the steps can give more. Like must be compared with like. At the first closing the artefact is 0.003 mTorr in this run and would reach $1.61\times0.008=0.013$ mTorr at the worst alignment, against 0.016 mTorr from the delay. Later closings are steeper: with a 10 ms delay at every switch the largest overshoot of the run is 0.0285 mTorr, while steps close to 8 ms give artefacts of up to 0.024 mTorr. The artefact is thus an unpredictable share, up to about 80\%, of the effect to be judged.

The cure is to end integration steps on the switches. This does not make the switching times exact, because the trajectory between switches is still approximate. It restores the accuracy that the integrator has on smooth problems, and it removes the numerical overshoot while leaving any physical overshoot in place.

\section{The balances and what jumps in them}

The state is $x=(p,\theta_t,\theta_c)$: the O$_2$ partial pressure in mTorr, and the compound-covered fractions of the target and of the collector (the substrates and the part of the walls that receives film). The remaining walls are taken to absorb no oxygen. The gas is well mixed and at fixed temperature. One O$_2$ molecule turns one metal site into one SnO$_2$ unit, compound is ejected in whole units, and all ejected material spreads evenly over the collector.

Let $n_1$ and $F_1$ be the O$_2$ density and wall flux per mTorr, $\alpha$ the sticking probability on metal, and $a=\alpha F_1p$ the uptake per metallic area. Let $j$ be the ion number flux, $Y_m$ and $Y_c$ the yields of metal and compound, $N$ the site density, $A_t$ and $A_c$ the areas, $V$ the volume, $S$ the pumping speed and $Q$ the oxygen inflow. Counting molecules gives
\begin{align}
Vn_1\dot p&=Q-Sn_1p-a\,[A_t(1-\theta_t)+A_c(1-\theta_c)],\label{gas}\\
N\dot\theta_t&=a(1-\theta_t)-jY_c\theta_t,\label{target}\\
N\dot\theta_c&=a(1-\theta_c)+\frac{A_t}{A_c}\,j\,[Y_c\theta_t(1-\theta_c)-Y_m(1-\theta_t)\theta_c].\label{coll}
\end{align}
In the last bracket, arriving compound raises $\theta_c$ where it lands on metal, and arriving metal lowers it where it buries compound.

To check the signs, multiply (\ref{target}) by $A_t$ and (\ref{coll}) by $A_c$, and add both to (\ref{gas}). The uptake terms cancel. The terms in $Y_c$ combine as $-A_tjY_c\theta_t+A_tjY_c\theta_t(1-\theta_c)=-A_tjY_c\theta_t\theta_c$, so that
\begin{equation}
\frac{d}{dt}\left(Vn_1p+NA_t\theta_t+NA_c\theta_c\right)=Q-Sn_1p-A_tj\,\theta_c\,[Y_c\theta_t+Y_m(1-\theta_t)].\label{inventory}
\end{equation}
The last term is oxygen buried in the film: each arriving unit covers one site, which is compound with probability $\theta_c$.

The valve closes ($Q=0$) when $p$ rises to $p_{hi}$ and opens when $p$ falls to $p_{lo}<p_{hi}$. The ion flux changes at clock times known in advance. Write $f_-$ and $f_+$ for the right-hand sides $\dot x$ just before and after a switch. The state is continuous, but $f$ is not. A valve switch changes $\dot p$ alone, by $\pm Q_{open}/(Vn_1)$. A current switch changes $\dot\theta_t$ and $\dot\theta_c$ but not $\dot p$, since $j$ does not occur in (\ref{gas}). Pressure thus has a kink at a valve switch and a smoother response at a current switch.

\section{What a late switch costs}

The naive scheme takes steps of fixed length $h$, tests the threshold after each, and changes the mode at the grid point where the test first succeeds. The switch is late by a lag $\ell$ between 0 and $h$. By the mean value theorem the overshoot equals $\ell$ times a value of $|\dot p|$ in that interval, so it is at most $h\max|\dot p|$.

The lasting damage is larger. At time $\ell$ after the true event at $x_*$, the late and the punctual trajectories are
\begin{equation}
x_{late}=x_*+f_-\ell+O(\ell^2),\qquad x_{true}=x_*+f_+\ell+O(\ell^2),
\end{equation}
and their difference is
\begin{equation}
x_{late}-x_{true}=(f_--f_+)\,\ell+O(\ell^2).\label{late}
\end{equation}
Since $\ell$ is of order $h$, the scheme is first order however accurate the formula used inside each step.

For a late valve closing, (\ref{late}) is a pressure error of $Q_{open}\ell/(Vn_1)$. For a current switch it is an error in the coverages, and the pressure error is at first of order $\ell^2$. It does not stay so small: the coverage error alters the uptake in (\ref{gas}) and feeds a pressure error of order $\ell$ later on. A late current switch therefore also makes the scheme first order.

\section{The scheme}

The two kinds of switch call for two measures. A clock switch needs no search: the step is shortened to end on it. A valve switch must be found. Let $\Phi_s(x)$ denote one step of length $s$ with the classical fourth-order Runge--Kutta method,
\begin{align}
k_1&=f(x), & k_2&=f(x+\tfrac s2k_1),\nonumber\\
k_3&=f(x+\tfrac s2k_2), & k_4&=f(x+sk_3),\nonumber\\
\Phi_s(x)&=x+\tfrac s6(k_1+2k_2+2k_3+k_4), &&
\end{align}
with the mode frozen in all four stages. Define a guard $g$ that is negative before the switch: $g=p-p_{hi}$ with the valve open, $g=p_{lo}-p$ with it closed. The scheme is as follows.
\begin{enumerate}
\item Set $s$ to the smaller of $h$ and the time left to the next clock switch or to the end of the run. Compute $\Phi_s(x)$.
\item If $g(\Phi_s(x))<0$, accept the step. If it ended on a clock switch, change the current.
\item Otherwise solve $g(\Phi_u(x))=0$ for $u$ in $[0,s]$ by a bracketing root finder. Accept the step of length $u$, toggle the valve, and restart from there.
\end{enumerate}
The unknown is the step length itself, so the event state is the end of an ordinary step. No interpolation formula is needed, and none can spoil the order. After the toggle the guard refers to the other threshold, so the same event cannot fire again.

\section{Why fourth order survives}

\subsection{Between switches}

Within one mode $f$ is smooth, and a step of length $s\le h$ has a local error of at most $Cs^5\le Ch^4s$. If $L$ is a Lipschitz constant of $f$, the error $e$ obeys $e_{n+1}\le e^{Ls}e_n+Ch^4s$. Summing over a time $T$, with each contribution amplified by at most $e^{LT}$, gives
\begin{equation}
e(T)\le e^{LT}\left(e_0+Ch^4T\right).
\end{equation}
Shortened steps do no harm, because their contribution is proportional to their length.

\subsection{At a valve switch}

Let the numerical pressure be $p+\epsilon$ near an event at $t_*$ with threshold $P$. The scheme switches at $\tilde t$, where $p(\tilde t)+\epsilon=P$. Expanding $p(\tilde t)=P+\dot p_-(\tilde t-t_*)$ to leading order gives
\begin{equation}
\tilde t-t_*=-\frac{\epsilon}{\dot p_-}.\label{time}
\end{equation}
A pressure error of order $h^4$ gives a time error of order $h^4$, provided that $\dot p_-$ is not zero.

It remains to see what the mistimed switch does to the state. Let $\delta x_-$ be a small error just before the event. The disturbed trajectory reaches $g=0$ after a further time $\tau$ fixed by $\nabla g\cdot(\delta x_-+f_-\tau)=0$, hence
\begin{equation}
\tau=-\frac{\nabla g\cdot\delta x_-}{\nabla g\cdot f_-}.
\end{equation}
At that moment the disturbed state is $x_*+\delta x_-+f_-\tau$, while the undisturbed one, already in the new mode, is $x_*+f_+\tau$. Subtracting and inserting $\tau$,
\begin{equation}
\delta x_+=\delta x_-+(f_--f_+)\tau
=\left[I+\frac{(f_+-f_-)\,\nabla g^{T}}{\nabla g\cdot f_-}\right]\delta x_-.\label{jump}
\end{equation}
If $\tau$ is negative the roles are exchanged and the result is the same. Here $g$ depends on $p$ alone and $f_+-f_-$ has a pressure component alone. Coverage errors therefore pass unchanged, and the pressure error becomes
\begin{equation}
\delta p_+=\left(1+\frac{\dot p_+-\dot p_-}{\dot p_-}\right)\delta p_-=\frac{\dot p_+}{\dot p_-}\,\delta p_-.\label{factor}
\end{equation}
The factor is finite and independent of $h$. A finite number of such factors changes the constant in front of $h^4$, not the power. Clock switches occur at the same time in both trajectories and need no factor.

\section{When it fails}

\textit{Grazing.} Suppose the pressure would turn over at a height $m$ above the threshold, $p\simeq P+m-\frac12\kappa(t-t_0)^2$. The upward crossing lies at $t_0-\sqrt{2m/\kappa}$, and its sensitivity to $m$ has magnitude $1/\sqrt{2m\kappa}$, which diverges as $m\to0$. At $m=0$ a pressure error $\epsilon>0$ moves the crossing by $\sqrt{2\epsilon/\kappa}$. With $\epsilon$ of order $h^4$ the time is then good to order $h^2$, and with $\epsilon<0$ the event is lost.

\textit{Two crossings in one step.} A sign test at the step ends misses a pair. With the valve closed this cannot happen in the present model: the coverages stay between 0 and 1, because (\ref{target}) and (\ref{coll}) never point outwards at those limits, and every remaining term in (\ref{gas}) is then negative or zero, the pumping term strictly negative. With the valve open, a rising pressure is not guaranteed. In the example the smallest $\dot p$ found at the step ends in the open phases was 1.50 mTorr/s.

\textit{Chatter.} A phase between valve switches lasts at least $(p_{hi}-p_{lo})/\max|\dot p|$. If the band shrinks to zero this bound vanishes, and the valve may switch without limit. A different formulation is then needed.

Even with every switch located, the pressure stays in the band only if the open valve can hold it above $p_{lo}$. It is enough that, throughout each open phase, the inflow exceeds the pumping and uptake that the coverages of that moment would give at $p_{lo}$. If it does not, any undershoot is physical, and no integrator should remove it. A fixed valve delay also fits the scheme: the located event then schedules a clock switch one delay later, the guard is ignored until that switch, and the resulting overshoot belongs to the model.

\section{A tin target in argon and oxygen}

The parameters are rough: $A_t=100$ cm$^2$, $A_c=2000$ cm$^2$, $V=50$ L, $S=50$ L/s, $\alpha=0.1$, $Y_m=1.0$, $Y_c=0.3$, $N=1.11\times10^{15}$ cm$^{-2}$. The thresholds are 0.10 and 0.40 mTorr, and the open valve passes 15 sccm, or $6.717\times10^{18}$ molecules/s. The current density alternates between 5 and 1 mA/cm$^2$ every 0.37 s, starting high. All of it is taken to be carried by singly charged ions, so $j$ is the current density divided by the elementary charge; the small share of secondary electrons is neglected. The run starts at 0.10 mTorr with $\theta_t=0.30$, $\theta_c=0.80$ and the valve open, and lasts 2 s.

At 300 K, $n_1=3.219\times10^{13}$ cm$^{-3}$, so $Vn_1=1.610\times10^{18}$ molecules per mTorr, and the valve changes $\dot p$ by
\begin{equation}
\frac{6.717\times10^{18}}{1.610\times10^{18}}=4.17\ \mathrm{mTorr/s}.
\end{equation}
At the first closing, $\theta_t=0.540$ and $\theta_c=0.9016$. With $F_1=3.585\times10^{17}$ cm$^{-2}$s$^{-1}$, $a=0.1\times0.40\,F_1=1.434\times10^{16}$ cm$^{-2}$s$^{-1}$. The metallic area is $100\times0.460+2000\times0.0984=243$ cm$^2$, so the uptake lowers $\dot p$ by 2.16 mTorr/s and pumping by 0.40. The slope goes from $4.17-2.56=+1.61$ to $-2.56$ mTorr/s. By (\ref{factor}) a pressure error is multiplied by $-2.5635/1.6100=-1.592$. Displacing the pressure by $\pm10^{-4}$ mTorr and following both trajectories through the event gave the same factor, $-1.59223$.

Nine valve switches occur. The first four are at 0.1664, 0.4038, 0.5062 and 0.9493 s. The four completed phases with the valve closed last 0.24, 0.44, 0.44 and 0.28 s, so a fixed valve period would be a poor substitute for the threshold rule here.

\subsection{Two independent tests}

Without surface uptake, (\ref{gas}) is linear: $\dot p=(p_\infty-p)S/V$ with $p_\infty=Q/(Sn_1)=4.17$ mTorr. Separating variables gives the first closing time,
\begin{equation}
t=\frac VS\ln\frac{p_\infty-p_{lo}}{p_\infty-p_{hi}}=1\ \mathrm{s}\times\ln\frac{4.0735}{3.7735}=0.0765\ \mathrm{s}.
\end{equation}
The located time agrees to all nine printed decimals, 0.076499022 s.

For the full model, a reference was computed without a root finder. In a phase that ends on a threshold, pressure was made the independent variable,
\begin{equation}
\frac{dt}{dp}=\frac1{\dot p},\qquad \frac{d\theta_{t,c}}{dp}=\frac{\dot\theta_{t,c}}{\dot p},
\end{equation}
and the equations were integrated up to the threshold value by a high-order method with relative tolerance $10^{-12}$. The largest error among the nine switching times, against this reference, was:

\begin{center}
\begin{tabular}{cccc}
\hline
$h$ & located & grid & grid overshoot\\
(ms) & (s) & (s) & (mTorr)\\
\hline
8 & $5.5\times10^{-7}$ & 0.094 & 0.0129\\
4 & $3.2\times10^{-8}$ & 0.042 & 0.0082\\
2 & $1.9\times10^{-9}$ & 0.016 & 0.0026\\
1 & $1.2\times10^{-10}$ & 0.022 & 0.0025\\
\hline
\end{tabular}
\end{center}

The located times converge with order 4.07 and the final state with order 4.05. At 1 ms the pressure at the located events misses its threshold by at most $1.4\times10^{-17}$ mTorr, yet the times are wrong by up to $10^{-10}$ s. The root is found to rounding; the integration error remains. The search is cheap: 46 trial steps beside 2007 accepted ones.

The grid error is worse at 1 ms than at 2 ms, because each lag depends on where the event happens to fall between grid points. Averaged over sixteen step sizes within 20\% of 4 ms, and again of 0.5 ms, the error has order 0.97; other random sets of sixteen step sizes give 1.02 to 1.07, so the order is 1 to within about 0.1. A single halving of the step is thus no guide to the accuracy of the grid scheme.

Its time errors are also many times the step. Part of the reason follows from (\ref{late}). A first closing late by $\ell$ leaves a pressure error of $4.17\,\ell$. With the valve closed, every term of (\ref{gas}) is proportional to $p$. If the changes that the error causes in the coverages are neglected, the error therefore obeys the same linear equation as $p$ itself and shrinks in the same ratio, to $0.10/0.40=0.25$ of its first value by the end of the closed phase. Division by the final slope of 0.62 mTorr/s, as in (\ref{time}), delays the opening by about $1.7\,\ell$. This is an underestimate: in the full model a small lag $\ell$ at the first closing delays the opening by about $3.1\,\ell$, because the extra oxygen also covers more metal and so weakens the uptake that lowers the pressure. Later events add their own lags. At $h=1$ ms the largest error, 22.3 ms, is that of the eighth switch. Multiplying each earlier lag by the sensitivity of that switch to it and summing gives 22.0 ms. The second and third closings, late by 0.91 and 0.96 ms and amplified about sevenfold, supply 6.7 ms each. At $h=2$ ms the same two closings happen to be late by only 0.33 and 0.08 ms.

The inventory (\ref{inventory}) was integrated along the trajectory. Of the $3.96\times10^{18}$ molecules injected, 19\% were pumped away, 59\% buried in the film and 22\% stored in gas and surfaces; the imbalance was $3.8\times10^{-7}$ of the injected amount.

\section{Beside a real process}

Argon at 3 mTorr and a few mA/cm$^2$ are ordinary magnetron conditions. The pumping speed of 50 L/s is low, as for a throttled pump, and the current modulation is far slower than the kilohertz pulsing used against arcs. The sticking probability and yields are rough. Changing one assumption at a time, with all other inputs fixed, moves the fourth switch from 0.949 s by these amounts: oxygen stored 2 nm deep in the target, $-72$ ms; uptake of oxygen ions by the target, $+7$ ms; gas at 400 K throughout, $-234$ ms; both yields 20\% lower, $+61$ ms. Of these four changes, the gas temperature matters most, and heating the whole chamber probably overstates it. At 400 K the fourth switch also moves ahead of the current switch at 0.74 s, so the sequence of events changes; at 330 K it does not, and the shift is $-52$ ms. Halving or doubling the sticking probability shifts the same switch by $-90$ or $+59$ ms. Gas mixing takes a few milliseconds, so one pressure for the whole chamber is itself a coarse idea on the scale of the valve delay. Target heating is estimated at 25 K for steady operation at 5 mA/cm$^2$ and 450 V, with a 6 mm tin plate on a joint that conducts 0.1 W/(cm$^2$ K). This leaves tin solid if the cooling starts near room temperature; a poorer joint raises the figure almost in proportion. The model spreads the current evenly over the target, whereas a magnetron concentrates it in the erosion track, where heating and sputtering are locally higher. It also keeps the yields fixed, although the discharge voltage changes with current and coverage. The model also needs an oxide that conducts: an insulating layer with relative permittivity 10 would charge to 3 MV/cm in about 0.5 ms at 5 mA/cm$^2$, far less than the 370 ms of a high-current phase.

\section{Choosing the step}

These shifts are more than ten thousand times the located error at 8 ms. For this example a finer step buys no better prediction of a real chamber. The located scheme earns its place elsewhere. It leaves valve delay as the sole source of overshoot when a delay is modelled, so the overshoot of the opening question, 0.016 mTorr at the first closing and 0.0285 mTorr at the worst one, can be judged. It also makes switching times vary smoothly with the parameters, up to the small integration error, as long as the crossings stay transversal and their sequence is unchanged. Grid times are whole multiples of $h$, so a small parameter change moves them by nothing or by at least a full step, and a derivative taken from them by small differences is meaningless. If the valve is to be tuned by a gradient method, or the model fitted to recorded switching times, that decides for event location.

\section*{Computed results}
\begin{verbatim}
areas target, collector: 100, 2000 cm2
volume 50 L, pumping 50 L/s
O2 flow open 15 sccm = 6.717e+18 molecules/s
thresholds 0.10, 0.40 mTorr; argon 3.0 mTorr
current 5, 1 mA/cm2, each 0.37 s
ion flux high, low: 3.121e+16, 6.242e+15 /cm2/s
sticking 0.1, yields metal 1.0, compound 0.3
site density 1.111e+15 /cm2
O2 density, flux per mTorr: 3.219e+13 /cm3, 3.585e+17 /cm2/s
start p, tt, tc: 0.10 mTorr, 0.30, 0.80
no-gettering closing time: formula 0.076499022 s, located 0.076499022 s
valve switches: time s | action | tt | tc | p' before, after mTorr/s
  0.1663887 close 0.5403 0.9016 +1.6100 -2.5635
  0.4038375 open  0.4577 0.9102 -0.6209 +3.5526
  0.5062193 close 0.7048 0.9549 +2.7068 -1.4667
  0.9492587 open  0.3769 0.9100 -0.6396 +3.5339
  1.0706511 close 0.5244 0.9205 +1.9338 -2.2397
  1.5089244 open  0.6014 0.9694 -0.3250 +3.8486
  1.6061818 close 0.5485 0.9488 +2.4585 -1.7150
  1.8817429 open  0.4483 0.9138 -0.6068 +3.5667
  1.9833697 close 0.7002 0.9561 +2.7242 -1.4493
step ms | max time error s: located, grid | grid overshoot mTorr
  8  5.45e-07  9.43e-02  1.29e-02
  4  3.15e-08  4.23e-02  8.20e-03
  2  1.87e-09  1.63e-02  2.60e-03
  1  1.15e-10  2.23e-02  2.46e-03
order of times: located 4.07, grid 0.97
order of final state, located: 4.05
largest threshold residual, located: 1.4e-17 mTorr
steps at 1 ms: 2007, root-finder trial steps: 46
smallest p' with valve open: 1.496 mTorr/s
shortest dwell 0.0973 s, lower bound 0.0780 s
jump of p' at valve switch: 4.1735 mTorr/s
pressure-error factor, first closing: measured -1.59223, formula -1.59223
O2 injected 3.9566e+18 molecules; pumped 0.1902, buried 0.5928, stored 0.2171
relative inventory imbalance: 3.8e-07
fourth switch, reference: 0.9492587 s; shifts if included:
  O stored 2 nm deep in target: -71.6 ms
  O2 ion implantation: +7.3 ms
  gas at 400 K, not 300 K: -234.0 ms
  both yields 20 % lower: +60.7 ms
overshoot from 10 ms valve delay, first closing: 0.0161 mTorr
gas mixing time: 5.1 ms
target heating 25 K at 2.25 W/cm2 (tin melts near 505 K)
charging to 3 MV/cm if oxide insulates: 0.53 ms
\end{verbatim}
